Exact-exchange fraction of a global hybrid from the electronic dielectric constant

**Problem**

A global hybrid functional mixes exact and semilocal exchange with one constant fraction α:

E_xc = α E_x(exact) + (1 − α) E_x(semilocal) + E_c(semilocal).

In a dielectric-dependent hybrid, α is not fitted to data but taken from the screening of the material. Consider an isotropic, three-dimensional insulator with electronic dielectric constant ε∞ = 3.7. Find α from the requirement that, in linear response, a distant electron and hole attract each other with the correct statically screened strength. Determine also how sensitive α is to ε∞, and at what distances a single fraction is adequate.

The constant ε∞ describes the response of the electrons with the ions held fixed, at frequencies well below the electronic excitations. The static constant that includes ionic displacements is a different quantity and must not be inserted here, because the functional is to describe electrons at fixed nuclei. Hartree atomic units are used: lengths are in bohr, energies in hartree, and the bare repulsion of two electrons at distance r is 1/r. The value 3.7 is a model parameter and is not assigned to a material.

**First estimate by scaling**

Two charges in vacuum interact with an energy proportional to 1/R. A polarizable medium reduces this interaction by its dielectric constant when R is large compared with the size of the screening cloud. If exact exchange supplies the attraction, its fraction should scale in the same way:

α ~ C/ε∞.

Scaling does not supply the number C. A plausible choice is C = 1, since without a medium, ε∞ = 1, the full bare attraction should return. Rounding 3.7 to 4 then gives

α ≈ 1/4 = 0.25.

A second estimate concerns distance. Let k be the wave number above which the electrons no longer respond effectively. For a dielectric constant of a few units, the screening cloud then has a size of the order of 1/k, and departures from the macroscopic law should fade over a comparable length.

Two points are left open. It has not been shown that α multiplies the electron–hole attraction with coefficient one, nor how the attraction approaches its macroscopic form.

**Exact solution of the matching condition**

*The attraction contained in exact exchange*

Take a single determinant with real orbitals and no mixing of spin up and spin down. Replace one occupied spin-down orbital i↓ by

cos θ i↓ + sin θ a↑,

where a is an empty spatial orbital. This creates an electron in a↑ and a hole in i↓ with weight x = sin²θ. The new orbital contributes its projector to the density matrix, so that

γ = γ₀ + x (a↑a↑ − i↓i↓) + √[x(1 − x)] (a↑i↓ + i↓a↑).

Each product denotes an outer product. The last bracket connects opposite spins. It therefore drops out of the electron density, which is a sum over equal-spin elements:

n(r) = n₀(r) + x [a(r)² − i(r)²].

The energy is now needed to first order in x.

The one-electron energy changes by x(h_aa − h_ii). The Hartree energy is ½∬ n(r)n(r′)/|r − r′|. Its first-order change is x times the difference of the Hartree potential of n₀ averaged over a² and over i². The remaining Hartree term is proportional to x².

The exact-exchange energy, scaled by α, is

−(α/2) Σ_σσ′ ∬ |γ(rσ, r′σ′)|² / |r − r′|.

Its equal-spin blocks change linearly in x and give the difference of the exchange operator's diagonal elements, multiplied by α. The opposite-spin blocks vanish in γ₀, so their contribution is purely the square of the new term. There are two such blocks, and each contributes the same amount:

−(α/2) · 2 · x(1 − x) (ii|aa),

(ii|aa) = ∬ i(r)² a(r′)² / |r − r′|.

The two cancels the one half, and the derivative of x(1 − x) at x = 0 is one. Collecting the one-electron, Hartree and equal-spin exchange terms into the Fock matrix F of the reference determinant gives

dE/dx at x = 0 = F_aa − F_ii − α(ii|aa).

A collinear semilocal functional depends on the spin-up and spin-down densities and their derivatives. It changes the diagonal elements F_aa and F_ii, but it does not see the opposite-spin part of γ. To first order in x, the electron–hole attraction in this spin-flip channel is thus the bare Coulomb integral times α, with coefficient one. This is the attraction that enters excitation energies in linear response. It does not describe a completely transferred electron: at x = 1 with fixed orbitals, the opposite-spin exchange term vanishes and the Hartree term proportional to x² supplies the full bare attraction.

A four-site model with Hartree and scaled exact exchange, but no semilocal term, tests the sign and the factor. With α = 1/3.7, its Fock difference is 0.504980 hartree and its bare integral is 0.653077 hartree. The scaled attraction is

0.653077/3.7 = 0.176507 hartree,

and the predicted slope is

0.504980 − 0.176507 = 0.328473 hartree.

The slope taken from explicit energies of the rotated determinants is also 0.328473 hartree.

*The attraction required by the medium*

For a well-separated pair, the electron and the hole act as two weak charges placed in the remaining electron system. Assume that this system responds linearly and without delay, and neglect local fields, meaning the variation of the response within a unit cell. The potential of a unit charge at wave number q is then its bare potential divided by ε(q):

W(q) = 4π/[q² ε(q)], with ε(0) = ε∞.

Represent the electron and the hole by spherical Gaussian densities of unit weight, standard deviation σ along each axis and centre distance R. Each has the Fourier transform exp(−q²σ²/2), apart from the phase that fixes its position. The magnitude of their attraction is

J_W(R) = (2π)⁻³ ∫ d³q W(q) exp(−q²σ²) exp(iq·R).

The angular integral of the last factor is 4π sin(qR)/(qR), and the radial volume element is q² dq. The prefactor becomes 4π · 4π/(8π³) = 2/π, so

R J_W(R) = (2/π) ∫₀^∞ dq [sin(qR)/q] G(q),

G(q) = exp(−q²σ²)/ε(q).

To find the limit of large R, define Si(u) = ∫₀^u dt sin(t)/t. Since the derivative of Si(qR) with respect to q is sin(qR)/q, integration by parts gives

R J_W(R) = −(2/π) ∫₀^∞ dq Si(qR) G′(q).

The boundary terms vanish because Si(0) = 0 and G(∞) = 0. For every q > 0, Si(qR) tends to π/2 as R grows, and it remains bounded. For a smooth G with integrable derivative the limit may therefore be taken under the integral:

R J_W(R) → −∫₀^∞ dq G′(q) = G(0) = 1/ε∞.

The same calculation with ε(q) = 1 gives R J₀(R) → 1 for the bare attraction J₀. The form of ε(q) away from q = 0 has no influence on the limit.

*Matching*

At large R the hybrid gives the linear-response attraction α/R and the medium requires 1/(ε∞R). Equality demands

α = 1/ε∞ = 1/3.7 = 0.2703.

The functional thus contains 27.03 percent exact exchange and a fraction 1 − 0.2703 = 0.7297 of semilocal exchange. To two decimals, α = 0.27.

This result solves the stated matching condition. It does not prove that the resulting functional gives exact energies or band gaps, since the condition fixes one long-range property and leaves the semilocal parts approximate.

**How the limit is reached**

Define the effective fraction at finite distance as

f(R) = J_W(R)/J₀(R).

A global hybrid would reproduce the screened attraction at all distances if f were constant. Consider a response that decreases with q as

ε(q) = 1 + 1/[1/(ε∞ − 1) + q²/k²].

Writing b = 1/(ε∞ − 1), one has ε = (1 + b + q²/k²)/(b + q²/k²), hence

1/ε(q) = 1 − 1/(1 + b + q²/k²) = 1 − k²/(q² + κ²),

κ² = k²(1 + b) = k² ε∞/(ε∞ − 1).

After multiplication by 4π/q², the second term is split with

k²/[q²(q² + κ²)] = (k²/κ²)[1/q² − 1/(q² + κ²)].

The transforms of 4π/q² and 4π/(q² + κ²) are 1/r and exp(−κr)/r. Since k²/κ² = 1 − 1/ε∞, the screened interaction of two point charges is

W(r) = [1/ε∞ + (1 − 1/ε∞) exp(−κr)]/r.

For κr ≫ 1 this is 1/(ε∞r). For κr ≪ 1 the bracket tends to one and the interaction is bare. A single α cannot satisfy both limits unless ε∞ = 1.

For numbers, take k = 1 bohr⁻¹ and σ = 1 bohr, which gives κ = √(3.7/2.7) = 1.1706 bohr⁻¹. A second response with the same value at q = 0,

ε(q) = 1 + (ε∞ − 1) exp(−q²/k²),

shows what depends on the model. The effective fractions are:

R = 1 bohr: 0.402 (rational), 0.363 (Gaussian)
R = 2 bohr: 0.365 (rational), 0.325 (Gaussian)
R = 5 bohr: 0.2782 (rational), 0.2694 (Gaussian)
R = 10 bohr: 0.27029 (rational), 0.27027 (Gaussian)
R = 20 bohr: 0.27027 (rational), 0.27027 (Gaussian)

At 1 bohr the required fraction exceeds 1/ε∞ by 49 percent of 1/ε∞ in the rational model and by 34 percent in the Gaussian model. The global hybrid underestimates the attraction there. The value of f is still far from one at 1 bohr, and the width of the densities alone is enough to cause this. Even as R → 0, f rises only to 0.417 in the rational model, since parts of the two charges remain separated by distances at which screening acts. Point charges would reach one in that limit, but at 1 bohr, where κR = 1.17 is not small, they too would give only 0.2703 + 0.7297 exp(−1.1706) = 0.497.

At 5 bohr the two models lie on opposite sides of 0.2703. The reason follows from the poles of G(q) in the complex plane. Because G is even,

R J_W(R) = (1/π) Im P∫ dq exp(iqR) G(q)/q,

where the integral runs over the whole real axis and P denotes the principal value. When the path is raised into the upper half-plane, the integral receives iπ/ε∞ from half the residue at q = 0, and 2πi times the residue at each pole crossed. After the imaginary part is taken and divided by π, these terms become 1/ε∞ and twice the real part of each residue.

In the rational model the pole is at q = iκ. Its residue is (k²/2κ²) exp(κ²σ² − κR), so it contributes

(1 − 1/ε∞) exp(κ²σ² − κR).

This is positive and does not oscillate. On a path at height c the remaining integrand is of size exp(c²σ² − cR), which is smallest at c = R/(2σ²). The pole term therefore describes the excess only when R is well beyond 2κσ² = 2.34 bohr. At R = 2 bohr it gives 0.28, while f exceeds 1/ε∞ by only 0.095. At R = 5 bohr it equals 0.7297 × exp(1.370 − 5.853) = 0.0082. The computed excess of f is 0.2782 − 0.2703 = 0.0079. The small difference comes from the integral left on the raised path and from the finite width in J₀.

In the Gaussian model with k = σ = 1 and A = ε∞ − 1 = 2.7,

G(q) = 1/[exp(q²) + A].

The poles satisfy exp(q²) = −A. The lowest pair in the upper half-plane is q = p and q = −p*, with

p² = ln A + iπ, p = 1.464 + 1.073i.

At a pole the derivative of exp(q²) is 2q exp(q²) = −2Aq, so the residue of the integrand is −exp(iqR)/(2Aq²). The two poles give complex-conjugate residues, and their joint contribution is

−(2/A) Re[exp(ipR)/p²].

The real part of p makes this term oscillate while the imaginary part damps it. At R = 5 bohr it is −0.0010, which lowers f to (0.2703 − 0.0010)/(5 × 0.199919) = 0.2694, as computed. The undershoot is thus not a numerical error. The oscillation is a property of this model response, but its sign at a given distance also depends on the width, because the factor exp(−p²σ²) in the residue carries the phase −πσ². For point charges the same response puts f at 5 bohr 0.0028 above 1/ε∞.

**Comparison of the estimate with the solution**

The scaling law α ~ C/ε∞ was right, and the derivation fixes C = 1. The estimate 0.25 lies below 0.2703 by 0.0203, or 7.5 percent of the latter. This difference comes entirely from rounding 3.7 to 4. It can be recovered by expanding about 4:

1/3.7 ≈ 1/4 + 0.3/4² = 0.2688.

The remaining error is second order in the shift of 0.3.

The same expansion gives the sensitivity at the actual input. Differentiating α = 1/ε∞,

dα/dε∞ = −1/ε∞² = −1/3.7² = −0.0730.

If ε∞ increases by 0.1, the linear prediction is a change of −0.00730. The full difference is

1/3.8 − 1/3.7 = −0.1/(3.7 × 3.8) = −0.00711.

The linear result is slightly too large in magnitude because the slope of 1/ε∞ becomes less steep as ε∞ grows. Dividing the derivative by α gives dα/α = −dε∞/ε∞: a small relative error in the dielectric constant produces an equal and opposite relative error in the fraction.

The fraction rounds to 0.27 when it lies between 0.265 and 0.275. Taking reciprocals reverses the order of the limits:

3.636 < ε∞ < 3.774.

The rounded value 4 is outside this interval, which is why the first estimate did not give 0.27.

The distance estimate also has the right scale. With 1/k = 1 bohr, the effective fraction differs strongly from its limit at 1 and 2 bohr and by about 3 percent or less of the limit at 5 bohr. In the rational model a moderate width of the charges shifts this crossover outward, because for R beyond 2κσ² the factor exp(κ²σ²) multiplies the decaying term. The excess falls to 3 percent at 3.8 bohr for point charges, at 5.0 bohr for σ = 1 bohr and at 8.0 bohr for σ = 3 bohr. Much wider charges are screened almost macroscopically even when they overlap: for σ = 6 bohr the excess is below 3 percent already at R → 0.

**Limits and conditions**

As ε∞ → 1, α → 1 and the full bare attraction remains. As ε∞ becomes large, α → 0 and the long-range attraction from exact exchange disappears. Neither limit by itself makes the semilocal correlation correct.

The input must be consistent with its use. If ε∞ is calculated with a functional that already contains α, it becomes a function ε∞(α), and the condition is α ε∞(α) = 1. Here ε∞ is given, so one division suffices. In an anisotropic crystal the dielectric response is a tensor. One scalar α then cannot match the screened attraction in every direction, and an averaged constant is an additional approximation.

A thin film needs separate care. Model it at distances much larger than its thickness as a sheet in vacuum with in-plane polarizability χ. A potential φ induces the polarization −χ∇φ and hence the charge density χ∇²φ, which is −χq²φ at in-plane wave number q. The Coulomb potential of a unit charge wave in a sheet is 2π/q, so an external unit charge gives

φ = (2π/q)(1 − χq²φ).

Moving the term containing φ to the left gives

φ = (2π/q)/(1 + 2πχq).

The screening factor 1 + 2πχq tends to one as q → 0, because the field at large distance runs mainly through the vacuum. The sheet model leaves out the response perpendicular to the film. For charges inside a film of finite thickness, that response changes the coefficient of q but not the limit. The far tail in an isolated film is therefore bare, and the bulk value α = 1/ε∞ does not match it. The bulk fraction can be used for a film only when the electron and hole lie well inside it and their distance r is much larger than the screening length but much smaller than the film thickness d. Even then the approach is slow. For charges in the mid-plane of a dielectric slab, image charges raise the attraction by the relative amount 2(r/d) ln[(ε∞ + 1)/2] to first order, which is 17 percent at r/d = 0.1 for ε∞ = 3.7. This shift is nearly independent of r in absolute terms and cancels against the self-image energies of the two charges in the energy of the neutral pair, but it remains in the binding energy and in the gap taken separately.

The numerical output lists the values for the four-site model, both dielectric responses and the sensitivity.

Table of computed values

```
Electronic dielectric constant: 3.7 (dimensionless)
Exact-exchange fraction alpha: 0.2703 (dimensionless)
Exact-exchange percentage: 27.03 percent
Semilocal exchange fraction: 0.7297 (dimensionless)
Four-site energy slope, explicit: 0.328473 hartree
Four-site energy slope, formula: 0.328473 hartree
Four-site Fock difference: 0.504980 hartree
Four-site bare integral: 0.653077 hartree
Four-site scaled attraction: 0.176507 hartree
Model response wave number k: 1.0 1/bohr
Model screening constant kappa: 1.1706 1/bohr
Gaussian density width sigma: 1.0 bohr
R = 1 bohr: bare 0.520500 hartree, screened (rational) 0.209424 hartree
  f rational 0.402351, f Gaussian 0.363306 (dimensionless)
R = 2 bohr: bare 0.421350 hartree, screened (rational) 0.153805 hartree
  f rational 0.365028, f Gaussian 0.325177 (dimensionless)
R = 5 bohr: bare 0.199919 hartree, screened (rational) 0.055611 hartree
  f rational 0.278168, f Gaussian 0.269356 (dimensionless)
R = 10 bohr: bare 0.100000 hartree, screened (rational) 0.027029 hartree
  f rational 0.270294, f Gaussian 0.270267 (dimensionless)
R = 20 bohr: bare 0.050000 hartree, screened (rational) 0.013514 hartree
  f rational 0.270270, f Gaussian 0.270270 (dimensionless)
Derivative d alpha/d eps: -0.07305 (dimensionless)
Increase in eps: 0.1 (dimensionless)
Actual change in alpha: -0.00711 (dimensionless)
Linear change in alpha: -0.00730 (dimensionless)
Lower eps rounding to alpha 0.27: 3.636 (dimensionless)
Upper eps rounding to alpha 0.27: 3.774 (dimensionless)
```
